# Electron mobility anisotropy in a four-valley (110) silicon channel: verification in Python

```python
"""Electron mobility anisotropy of a (110) silicon channel.

Result under test: if only the four valleys on the [100] and [010] axes are
occupied, and the scattering time is the same for both transport directions,
    mobility[001] / mobility[1-10] = (ml + mt) / (2 mt).
ml, mt : longitudinal and transverse valley masses (units of electron mass)
n, u, z: film normal [110], in-plane [1-10], in-plane [001]
Energies are in eV, lengths in nm, wave numbers in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

ml, mt = 0.92, 0.19                 # rough silicon values
thickness = 5.0                     # nm
density = 1.0e12 * 1e-14            # electrons per nm^2
tau = 0.2e-12                       # s
lattice = 0.543                     # nm, rough silicon value
permittivity = 11.7                 # relative, rough silicon value
cold, warm = 77.0, 300.0            # K
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
KB = const.k / const.e              # eV/K
k_min = 0.15 * 2 * np.pi / lattice  # valley minimum measured from X point
inv_M = 1 / mt - 1                  # two-band coupling, inverse mass


class Film:
    """Hard-wall film: operators in a basis of sine functions."""
    def __init__(self, width, size=40):
        x, w = np.polynomial.legendre.leggauss(200)
        self.width = width
        self.pos = 0.5 * width * (x + 1)
        self.weight = 0.5 * width * w
        q = np.arange(1, size + 1) * np.pi / width
        norm = np.sqrt(2 / width)
        self.f = norm * np.sin(np.outer(self.pos, q))
        df = norm * q * np.cos(np.outer(self.pos, q))
        wf = self.weight[:, None]
        p = -1j * self.f.T @ (wf * df)
        self.p = 0.5 * (p + p.conj().T)
        self.p2 = df.T @ (wf * df)
        self.one = np.eye(size)

    def potential(self, values):
        return self.f.T @ ((self.weight * values)[:, None] * self.f)


# Rows are the unit vectors u, z, n in crystal axes.
AXES = np.array([[1, -1, 0], [0, 0, np.sqrt(2)], [1, 1, 0]]) / np.sqrt(2)


def parabolic_level(film, valley, ku, kz, pot=0.0):
    """Lowest level of one ellipsoidal valley (0, 1, 2 = x, y, z axis)."""
    inverse = np.full(3, 1 / mt)
    inverse[valley] = 1 / ml
    w = AXES @ np.diag(inverse) @ AXES.T
    plane = w[0, 0]*ku**2 + w[1, 1]*kz**2 + 2*w[0, 1]*ku*kz
    ham = H2M * (w[2, 2]*film.p2 + 2*(w[2, 0]*ku + w[2, 1]*kz)*film.p
                 + plane*film.one) + pot
    return np.linalg.eigvalsh(ham)[0]


def two_band_level(film, valley, ku, kz, coupling=inv_M):
    """Lowest level with both conduction bands that meet at the X point."""
    one, p, p2 = film.one, film.p, film.p2
    if valley == 0:
        kx2 = (p2 + 2*ku*p + ku**2*one) / 2
        ky2 = (p2 - 2*ku*p + ku**2*one) / 2
        kinetic = kx2/ml + (ky2 + kz**2*one)/mt
        along = (p + ku*one) / np.sqrt(2)
        cross = kz * (p - ku*one) / np.sqrt(2)
    else:
        kinetic = kz**2*one/ml + (p2 + ku**2*one)/mt
        along = kz * one
        cross = (p2 - ku**2*one) / 2
    split = 2 * k_min / ml * along
    mix = 2 * coupling * cross
    ham = H2M * np.block([[kinetic + split, mix], [mix, kinetic - split]])
    return np.linalg.eigvalsh(ham)[0] + H2M * k_min**2 / ml


def inverse_mass(energy, ku=0.0, kz=0.0, d=0.03):
    """In-plane inverse-mass tensor from finite differences of the energy."""
    e0 = energy(ku, kz)
    uu = (energy(ku+d, kz) + energy(ku-d, kz) - 2*e0) / d**2
    zz = (energy(ku, kz+d) + energy(ku, kz-d) - 2*e0) / d**2
    uz = (energy(ku+d, kz+d) - energy(ku+d, kz-d)
          - energy(ku-d, kz+d) + energy(ku-d, kz-d)) / (4*d**2)
    return np.array([[uu, uz], [uz, zz]]) / (2*H2M)


# Derived formulas
conf4, conf2 = 2*ml*mt/(ml + mt), mt
mass4_u, mass4_z = (ml + mt)/2, mt
ideal_ratio = (ml + mt)/(2*mt)

# Levels and in-plane masses from diagonalization, flat and tilted wells
film = Film(thickness)
tilt = film.potential(0.03 * film.pos)
for pot in (0.0, tilt):
    for valley, expected in ((0, (1/mass4_u, 1/mass4_z)),
                             (1, (1/mass4_u, 1/mass4_z)),
                             (2, (1/mt, 1/ml))):
        found = inverse_mass(
            lambda a, b: parabolic_level(film, valley, a, b, pot))
        assert np.allclose(found, np.diag(expected), rtol=1e-4, atol=1e-4)
level4 = parabolic_level(film, 0, 0, 0)
level2 = parabolic_level(film, 2, 0, 0)
for level, mass in ((level4, conf4), (level2, conf2)):
    assert np.isclose(level, H2M*(np.pi/thickness)**2/mass, rtol=1e-7)
assert level4 < level2
tensor4 = inverse_mass(lambda a, b: parabolic_level(film, 0, a, b))
tensor2 = inverse_mass(lambda a, b: parabolic_level(film, 2, a, b))


def boltzmann(tensor, temperature, fermi, time_of_energy):
    """Mobilities along u and z (cm^2/Vs) and density per valley (1/nm^2)."""
    k = np.linspace(-2.4, 2.4, 481)
    ku, kz = np.meshgrid(k, k, indexing="ij")
    energy = H2M*(tensor[0, 0]*ku**2 + tensor[1, 1]*kz**2
                  + 2*tensor[0, 1]*ku*kz)
    slope_u = 2*H2M*(tensor[0, 0]*ku + tensor[0, 1]*kz)
    slope_z = 2*H2M*(tensor[1, 1]*kz + tensor[0, 1]*ku)
    kt = KB*temperature
    occ = 1/(1 + np.exp((energy - fermi)/kt))
    window = occ*(1 - occ)/kt
    to_speed = const.e*1e-9/const.hbar
    mob = [1e4*np.sum(time_of_energy(energy)*(s*to_speed)**2*window)
           / np.sum(occ) for s in (slope_u, slope_z)]
    return mob[0], mob[1], 2*np.sum(occ)*(k[1] - k[0])**2/(2*np.pi)**2


def subband_density(dos_mass, temperature, depth):
    """Density of one valley; depth = Fermi level minus subband edge."""
    kt = KB*temperature
    return dos_mass/(2*np.pi*H2M)*kt*np.logaddexp(0, depth/kt)


mob_u = 1e4*const.e*tau/(mass4_u*const.m_e)
mob_z = 1e4*const.e*tau/(mass4_z*const.m_e)
for depth in (-0.02, 0.01):
    got_u, got_z, got_n = boltzmann(tensor4, cold, depth,
                                    lambda e: tau + 0*e)
    assert np.isclose(got_u, mob_u, rtol=1e-3)
    assert np.isclose(got_z, mob_z, rtol=1e-3)
    assert np.isclose(got_n, subband_density(np.sqrt(mass4_u*mass4_z),
                                             cold, depth), rtol=1e-3)
    var_u, var_z, _ = boltzmann(tensor4, cold, depth,
                                lambda e: tau/(1 + e/(KB*cold)))
    assert np.isclose(var_z/var_u, ideal_ratio, rtol=1e-3)
    assert var_u < 0.9*got_u        # the energy dependence really matters


def both_families(levels, tensors, temperature):
    """Share in the [001] valleys, mobility ratio, Fermi level - lowest edge."""
    dos = [1/np.sqrt(np.linalg.det(t)) for t in tensors]

    def filled(fermi):
        return np.array([g*subband_density(m, temperature, fermi - e)
                         for g, m, e in zip((4, 2), dos, levels)])
    fermi = brentq(lambda x: filled(x).sum() - density, -1.0, 1.0)
    share = filled(fermi)/density
    mean = share[0]*tensors[0] + share[1]*tensors[1]
    return share[1], mean[1, 1]/mean[0, 0], fermi - levels[0]


par = {t: both_families((level4, level2), (tensor4, tensor2), t)
       for t in (cold, warm)}
assert par[warm][1] < par[cold][1] < ideal_ratio

# Potential of the channel's own charge, symmetric double gate
sheet_field = const.e*density*1e18/(permittivity*const.epsilon_0)*1e-9
s = film.pos
own = -sheet_field/thickness*((s**2 - thickness*s)/2
      + (thickness/(2*np.pi))**2*(np.cos(2*np.pi*s/thickness) - 1))
own_matrix = film.potential(own)
split_flat = level2 - level4
split_charge = (parabolic_level(film, 2, 0, 0, own_matrix)
                - parabolic_level(film, 0, 0, 0, own_matrix))


def two_band_summary(a_film, coupling=inv_M):
    """Edges and in-plane tensors of both valley families."""
    def e4(a, b):
        return two_band_level(a_film, 0, a, b, coupling)

    def e2(a, b):
        return two_band_level(a_film, 2, a, b, coupling)
    ku0 = k_min/np.sqrt(2)
    kz0 = minimize_scalar(lambda b: e2(0, b), method="bounded",
                          bounds=(0.5*k_min, 1.3*k_min),
                          options={"xatol": 1e-7}).x
    return ((e4(ku0, 0), e2(0, kz0)),
            (inverse_mass(e4, ku0, 0), inverse_mass(e2, 0, kz0)))


off_levels, off_tensors = two_band_summary(film, 0.0)
assert np.allclose(off_levels, (level4, level2), atol=5e-5)
assert np.allclose(off_tensors[0], tensor4, atol=5e-3)
assert np.allclose(off_tensors[1], tensor2, atol=5e-3)
tb_levels, tb_tensors = two_band_summary(film)
thick_levels, thick_tensors = two_band_summary(Film(2*thickness))
tb_ratio = tb_tensors[0][1, 1]/tb_tensors[0][0, 0]
thick_ratio = thick_tensors[0][1, 1]/thick_tensors[0][0, 0]
assert tb_ratio < thick_ratio < ideal_ratio
assert tb_levels[1] - tb_levels[0] < split_flat
tb = {t: both_families(tb_levels, tb_tensors, t) for t in (cold, warm)}
assert tb[warm][1] < tb[cold][1] < ideal_ratio


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("longitudinal mass ml", ml, "m0", 2)
show("transverse mass mt", mt, "m0", 2)
show("film thickness", thickness, "nm", 1)
print(f"electron density: {density*1e14:.1e} cm^-2")
show("scattering time", tau*1e12, "ps", 2)
show("lattice constant", lattice, "nm")
show("relative permittivity", permittivity, "", 1)
show("valley minimum from X point", k_min, "1/nm")
show("two-band coupling mass M", 1/inv_M, "m0")
print("IDEAL FOUR-VALLEY RESULT")
show("confinement mass, four valleys", conf4, "m0")
show("confinement mass, two [001] valleys", conf2, "m0")
show("lowest level, four valleys", 1e3*level4, "meV", 1)
show("lowest level, two [001] valleys", 1e3*level2, "meV", 1)
show("in-plane mass along [001]", 1/tensor4[1, 1], "m0")
show("in-plane mass along [1-10]", 1/tensor4[0, 0], "m0")
show("mobility along [001]", mob_z, "cm^2/Vs", 0)
show("mobility along [1-10]", mob_u, "cm^2/Vs", 0)
show("mobility ratio [001]/[1-10]", ideal_ratio)
naive = (1/mt)/((1/ml + 1/mt)/2)
show("wrong ratio if W_uu is used unreduced", naive)
print("NEGLECTED EFFECTS, PARABOLIC BANDS")
show("valley splitting, flat well", 1e3*split_flat, "meV", 1)
show("valley splitting with channel charge", 1e3*split_charge, "meV", 1)
for t in (cold, warm):
    show(f"thermal energy at {t:.0f} K", 1e3*KB*t, "meV", 2)
    show(f"Fermi level minus lowest edge at {t:.0f} K",
         1e3*par[t][2], "meV", 1)
    show(f"share in [001] valleys at {t:.0f} K", 100*par[t][0], "%", 1)
    show(f"mobility ratio at {t:.0f} K", par[t][1], "", 2)
print("NEGLECTED EFFECTS, TWO-BAND MODEL")
show("valley splitting, 5 nm", 1e3*(tb_levels[1]-tb_levels[0]), "meV", 1)
show("four-valley mass along [001], 5 nm", 1/tb_tensors[0][1, 1], "m0")
show("four-valley mass along [1-10], 5 nm", 1/tb_tensors[0][0, 0], "m0")
show("four-valley ratio, 5 nm", tb_ratio, "", 2)
show("valley splitting, 10 nm",
     1e3*(thick_levels[1]-thick_levels[0]), "meV", 1)
show("four-valley ratio, 10 nm", thick_ratio, "", 2)
for t in (cold, warm):
    show(f"share in [001] valleys, 5 nm, {t:.0f} K", 100*tb[t][0], "%", 1)
    show(f"ratio with all valleys, 5 nm, {t:.0f} K", tb[t][1], "", 2)
print("all tests passed")
```

It prints:

```
INPUTS
longitudinal mass ml: 0.92 m0
transverse mass mt: 0.19 m0
film thickness: 5.0 nm
electron density: 1.0e+12 cm^-2
scattering time: 0.20 ps
lattice constant: 0.543 nm
relative permittivity: 11.7
valley minimum from X point: 1.736 1/nm
two-band coupling mass M: 0.235 m0
IDEAL FOUR-VALLEY RESULT
confinement mass, four valleys: 0.315 m0
confinement mass, two [001] valleys: 0.190 m0
lowest level, four valleys: 47.8 meV
lowest level, two [001] valleys: 79.2 meV
in-plane mass along [001]: 0.190 m0
in-plane mass along [1-10]: 0.555 m0
mobility along [001]: 1851 cm^2/Vs
mobility along [1-10]: 634 cm^2/Vs
mobility ratio [001]/[1-10]: 2.921
wrong ratio if W_uu is used unreduced: 1.658
NEGLECTED EFFECTS, PARABOLIC BANDS
valley splitting, flat well: 31.4 meV
valley splitting with channel charge: 31.4 meV
thermal energy at 77 K: 6.64 meV
Fermi level minus lowest edge at 77 K: -7.6 meV
share in [001] valleys at 77 K: 0.6 %
mobility ratio at 77 K: 2.87
thermal energy at 300 K: 25.85 meV
Fermi level minus lowest edge at 300 K: -72.1 meV
share in [001] valleys at 300 K: 16.3 %
mobility ratio at 300 K: 1.94
NEGLECTED EFFECTS, TWO-BAND MODEL
valley splitting, 5 nm: 23.2 meV
four-valley mass along [001], 5 nm: 0.222 m0
four-valley mass along [1-10], 5 nm: 0.555 m0
four-valley ratio, 5 nm: 2.51
valley splitting, 10 nm: 7.3 meV
four-valley ratio, 10 nm: 2.79
share in [001] valleys, 5 nm, 77 K: 1.9 %
ratio with all valleys, 5 nm, 77 K: 2.36
share in [001] valleys, 5 nm, 300 K: 18.9 %
ratio with all valleys, 5 nm, 300 K: 1.45
all tests passed
```
